\section*{Differential Hall profiling: reconstruction, noise and the choice of step}

\section{The situation and the setting}

A shallow doped layer in silicon carries current parallel to its surface. Its sheet resistance and Hall coefficient mix contributions from all depths, so one pair of readings cannot show where the carriers sit or how mobile they are. If thin slabs are removed one after another and both quantities are read each time, two sums formed from the readings fall by just the share of the slab that was lost.

The analysis has one free setting, the differencing interval $h$: the depth between the two readings that are subtracted. A small $h$ resolves the profile but subtracts nearly equal numbers. A large $h$ suppresses noise but averages over the profile. If readings are closely spaced, $h$ can still be enlarged afterwards by skipping intermediate ones.

Let $z$ be depth from the original surface, $n(z)$ the carrier density, $\mu(z)$ the drift mobility and $e>0$ the elementary charge. The layer ends at depth $d$ and is thin compared with its lateral size, so all depths share one lateral electric field. The magnetic field $B$ is normal to the surface, with $\mu B\ll1$. Removal is assumed to leave the remaining material unchanged.

\section{From local transport to slab values}

For positive carriers the steady drift velocity obeys
\begin{equation}
v_x=\mu(E_x+v_yB),\qquad v_y=\mu(E_y-v_xB).
\end{equation}
Substituting each equation into the other and keeping first order in $B$ gives
\begin{equation}
v_x=\mu E_x+\mu^2BE_y,\qquad v_y=\mu E_y-\mu^2BE_x .
\end{equation}
Multiply by $en$ and integrate over the material left below $z_k$. With
\begin{equation}
G_k=e\int_{z_k}^{d}n\mu\,dz,\qquad M_k=e\int_{z_k}^{d}n\mu^2\,dz,
\end{equation}
the sheet currents are $J_x=G_kE_x+BM_kE_y$ and $J_y=G_kE_y-BM_kE_x$. No current leaves sideways, so $J_y=0$ and $E_y=BM_kE_x/G_k$. Then $J_x=G_kE_x$ up to order $B^2$, and the sheet resistance and sheet Hall coefficient are
\begin{equation}
R_k=\frac{E_x}{J_x}=\frac1{G_k},\qquad H_k=\frac{E_y}{BJ_x}=\frac{M_k}{G_k^2}.
\end{equation}
Hence $G_k=1/R_k$ and $M_k=H_k/R_k^2$. For electrons alone $H_k$ denotes the magnitude; with both carrier types it must keep its sign.

Let $\Delta G=G_k-G_{k+1}$, $\Delta M=M_k-M_{k+1}$ and $h=z_{k+1}-z_k$. A uniform slab has $\Delta G=ehn\mu$ and $\Delta M=ehn\mu^2$. Dividing gives $\mu$, and $(\Delta G)^2/\Delta M=ehn$, so the estimators are
\begin{equation}
\hat\mu_k=\frac{\Delta M}{\Delta G},\qquad
\hat n_k=\frac{(\Delta G)^2}{eh\,\Delta M}.
\label{est}
\end{equation}
If scattering gives a local Hall factor $r$, the integrand of $M$ becomes $rn\mu^2$, and a uniform slab returns $r\mu$ and $n/r$. Below, $r=1$ unless stated.

\section{What a graded slab returns}

Write $f=n\mu$, $q=n\mu^2$, and $\langle\cdot\rangle$ for the slab average. Equation \eqref{est} gives
\begin{equation}
\hat\mu=\frac{\langle q\rangle}{\langle f\rangle},\qquad
\hat n=\frac{\langle f\rangle^2}{\langle q\rangle}\le\langle n\rangle .
\end{equation}
The inequality is that of Cauchy and Schwarz applied to $\sqrt n$ and $\sqrt n\,\mu$.

To compare with the density at the slab centre, expand about it. The linear term averages to zero and the mean squared distance from the centre is $h^2/12$, so $\langle f\rangle\simeq f+h^2f''/24$, and likewise for $q$. Therefore
\begin{equation}
\frac{\hat n}{n}-1\simeq\frac{h^2}{24}\left(\frac{2f''}{f}-\frac{q''}{q}\right).
\end{equation}
The product rule gives
\begin{align}
\frac{f''}{f}&=\frac{n''}{n}+\frac{2n'\mu'}{n\mu}+\frac{\mu''}{\mu},\\
\frac{q''}{q}&=\frac{n''}{n}+\frac{4n'\mu'}{n\mu}+\frac{2\mu'^2}{\mu^2}+\frac{2\mu''}{\mu}.
\end{align}
The mixed terms and $\mu''$ cancel in the density:
\begin{equation}
\frac{\hat n}{n}-1\simeq Ch^2,\qquad
C=\frac1{24}\left[\frac{n''}{n}-2\left(\frac{\mu'}{\mu}\right)^2\right].
\label{grade}
\end{equation}
For the mobility, $\hat\mu/\mu-1\simeq C_\mu h^2$ with
\begin{equation}
C_\mu=\frac1{24}\left(\frac{q''}{q}-\frac{f''}{f}\right)=\frac1{24}\left[\frac{2n'\mu'}{n\mu}+\frac{2\mu'^2}{\mu^2}+\frac{\mu''}{\mu}\right].
\end{equation}
If the wanted quantity is the slab mean $\langle n\rangle\simeq n(1+h^2n''/24n)$, the curvature of $n$ drops out and the relative error is $-(h^2/12)(\mu'/\mu)^2$.

\section{Noise through the differences}

Let the readings be $R_k(1+\varepsilon_k)$ and $H_k(1+\eta_k)$, and the recorded depth $z_k+\zeta_k$. All errors are independent with zero mean; their standard deviations are $a$, $b$ and $c$. To first order $\delta G_k=-G_k\varepsilon_k$ and $\delta M_k=M_k(\eta_k-2\varepsilon_k)$. Define the amplification factors
\begin{equation}
g=\frac{G_k}{\Delta G},\quad m=\frac{M_k}{\Delta M},\quad g'=g-1,\quad m'=m-1 .
\end{equation}
The last two equal $G_{k+1}/\Delta G$ and $M_{k+1}/\Delta M$. The relative errors $x$ of $\Delta G$ and $y$ of $\Delta M$ are
\begin{align}
x&=-g\varepsilon_k+g'\varepsilon_{k+1},\\
y&=m(\eta_k-2\varepsilon_k)-m'(\eta_{k+1}-2\varepsilon_{k+1}).
\end{align}
From \eqref{est}, $\delta\ln\hat\mu=y-x$ and $\delta\ln\hat n=2x-y-(\zeta_{k+1}-\zeta_k)/h$. Since $m'-g'=m-g$, the latter is
\begin{equation}
\delta\ln\hat n=-m\eta_k+m'\eta_{k+1}+2(m-g)(\varepsilon_k-\varepsilon_{k+1})-\frac{\zeta_{k+1}-\zeta_k}{h}.
\label{dn}
\end{equation}
Squaring and averaging, with independent errors, yields
\begin{align}
\mathrm{Var}\ln\hat n&=b^2(m^2+m'^2)+8a^2(m-g)^2+\frac{2c^2}{h^2},\label{varn}\\
\mathrm{Var}\ln\hat\mu&=b^2(m^2+m'^2)+a^2\left[(g-2m)^2+(g'-2m')^2\right].\label{varmu}
\end{align}

Resistance noise almost cancels in the density when $m\simeq g$, which holds when the mobility varies little with depth. It does not cancel in the mobility. Depth error enters the estimator of the density alone; for the mobility it only shifts the depth to which the value is assigned. A scale error common to all readings is not amplified: equal $\varepsilon$ and equal $\eta$ give $\delta\ln\hat\mu=\eta-\varepsilon$ and $\delta\ln\hat n=-\eta$.

Neighbouring slabs share a reading. Multiplying the coefficients of the shared errors in \eqref{dn} gives
\begin{equation}
\begin{aligned}
\mathrm{Cov}(\ln\hat n_k,\ln\hat n_{k+1})={}&-b^2m'_km_{k+1}-\frac{c^2}{h_kh_{k+1}}\\
&-4a^2(m_k-g_k)(m_{k+1}-g_{k+1}).
\end{aligned}
\end{equation}
A high point therefore tends to be followed by a low one, and such a zigzag is no evidence of structure. The sheet density of a slab, $N_k=(\Delta G)^2/(e\Delta M)$, contains no depth. For uniform mobility $m=g$, and $N_km_k=S_k$, the sheet density remaining below $z_k$. Its error is then $-S_k\eta_k+S_{k+1}\eta_{k+1}$, and in the sum over slabs all interior readings cancel.

\section{Where the linear treatment ends}

Second-order terms shift the mean. With $\delta=(\zeta_{k+1}-\zeta_k)/h$, the density is multiplied by
\begin{equation}
\frac{(1+x)^2}{(1+y)(1+\delta)}\simeq1+2x-y-\delta+(x-y)^2+\delta^2+\dots,
\end{equation}
where the omitted second-order products have zero mean. The mean of $(x-y)^2$ is $\mathrm{Var}\ln\hat\mu$. In addition $1/(1+\varepsilon)$ has mean $1+a^2$ and $1/(1+\varepsilon)^2$ has mean $1+3a^2$, so $x$ and $y$ acquire means $a^2(g-g')=a^2$ and $3a^2(m-m')=3a^2$. The relative bias of the density is
\begin{equation}
\beta_n=\mathrm{Var}\ln\hat\mu-a^2+2c^2/h^2 .
\end{equation}
For the mobility, $(1+y)/(1+x)\simeq1+y-x+x^2-xy$ gives
\begin{equation}
\beta_\mu=a^2\left[g^2+g'^2-2(gm+g'm')+2\right].
\end{equation}

These are small-noise expansions. A Gaussian $\Delta M$ has a finite probability density at zero, so strictly the mean of $\hat n$ does not exist. The practical warning is a negative $\Delta M$ in a layer of one carrier type. It requires $y\le-1$, and with $\Phi$ the normal cumulative distribution its probability is
\begin{equation}
P(\Delta M\le0)\simeq\Phi(-1/s),\quad s^2=(b^2+4a^2)(m^2+m'^2).
\end{equation}

\section{The best interval}

For a thin slab $m\simeq\ell_M/h$ and $g\simeq\ell_G/h$, with the lengths $\ell_M=M/(eq)$ and $\ell_G=G/(ef)$ taken at its centre. Equation \eqref{varn} becomes $A^2/h^2$ with
\begin{equation}
A^2=2b^2\ell_M^2+8a^2(\ell_M-\ell_G)^2+2c^2 .
\end{equation}
Adding the squared grading error \eqref{grade} gives the total $A^2/h^2+C^2h^4$. Its derivative vanishes when $-2A^2/h^3+4C^2h^3=0$, hence
\begin{equation}
h_{\rm opt}=\left(\frac{A^2}{2C^2}\right)^{1/6}.
\label{hopt}
\end{equation}
There $|C|h^2=A/(\sqrt2\,h)$: the grading error is about 0.7 of the noise. Halving all noise shortens the best interval only by the factor $2^{-1/3}\simeq0.79$. Where $C$ passes through zero, \eqref{hopt} diverges and higher derivatives must set the limit. For the mobility, replace $C$ by $C_\mu$ and $A^2$ by $2b^2\ell_M^2+2a^2(\ell_G-2\ell_M)^2$, which follows from \eqref{varmu} in the same way.

\section{A shallow n-type silicon layer}

Take $n=10^{20}\exp[-(z/15\,\mathrm{nm})^2]\,\mathrm{cm^{-3}}$ down to 30 nm, at 300 K, and $\mu=70+1330/[1+(n/10^{17}\,\mathrm{cm^{-3}})^{0.7}]$ in $\mathrm{cm^2/Vs}$. Readings are simulated every 2 nm from 0 to 24 nm with $a=0.1\,\%$, $b=0.3\,\%$ and $c=0.05$ nm.

For the slab centred at 11 nm, the upper reading is $R=1426.22\ \Omega$ per square and $H=14.2552\ \Omega/\mathrm T=1.42552\times10^5\ \mathrm{cm^2/C}$. Thus $G=0.701154$ mS and $M=H/R^2=0.070081\ \mathrm{S\,cm^2/Vs}$. The next reading gives $0.543242$ mS and $0.056791\ \mathrm{S\,cm^2/Vs}$. With the recorded step of 2.030 nm,
\begin{align}
\hat\mu&=\frac{0.013290}{1.57913\times10^{-4}}=84.2\ \mathrm{cm^2/Vs},\\
\hat n&=\frac{(1.57913\times10^{-4})^2}{(1.6022\times10^{-19})(2.030\times10^{-7})(0.013290)}\notag\\
&=5.77\times10^{19}\ \mathrm{cm^{-3}}.
\end{align}
Here $g=4.440$ and $m=5.273$. The three terms of \eqref{varn} are $4.15\times10^{-4}$, $0.06\times10^{-4}$ and $12.13\times10^{-4}$, a standard deviation of 4.0 \%, or $0.23\times10^{19}\ \mathrm{cm^{-3}}$. Depth error supplies about three quarters of the variance. For the mobility, \eqref{varmu} gives 2.2 \%, or $1.8\ \mathrm{cm^2/Vs}$. The true slab values, $5.84\times10^{19}\ \mathrm{cm^{-3}}$ and $85.2\ \mathrm{cm^2/Vs}$, lie within these errors. Over the twelve slabs, eight densities and nine mobilities lie within one standard deviation.

The laws were tested on 120\,000 simulated Gaussian data sets. In the top slab the predicted deviation of $\hat n$ is 4.73 \% and the simulated one 4.79 \%; the density bias is 0.24 \% in both. For the total removed sheet density, $1.30\times10^{14}\ \mathrm{cm^{-2}}$, the predicted error is 0.36 \% with the neighbour covariance and 0.86 \% without it; the simulation gives 0.37 \%.

At 5 nm depth, $A=0.0869$ nm and $C=-2.90\times10^{-4}\ \mathrm{nm^{-2}}$. Equation \eqref{hopt} gives 5.96 nm, and direct minimisation without the thin-slab expansion gives 5.99 nm. The total error relative to the central density falls from 4.4 \% at $h=2$ nm to 1.8 \%, at the price of resolution. This optimum is for differences of two readings. Skipping discards data: with readings every 0.5 nm, straight-line fits of $G$ and $M$ over the same 6 nm reach about 1.2 \%. It also assumes independent depth errors. If instead each removal of thickness $h_0$ has its own error $\sigma$ and the errors accumulate, the depth term becomes $\sigma^2/(h_0h)$, it no longer couples neighbouring slabs, and \eqref{hopt} must be rederived. At the other extreme, a first step of 0.1 nm has $s=0.80$ and a 10.5 \% chance of a negative $\Delta M$.

\section{What the surface and the substrate do}

Suppose a fixed surface charge depletes a sheet density $N_s$ after each removal, with a sharp edge at $x(z)$. Differentiating $\int_z^xn\,dz'=N_s$ gives $n(x)\,x'=n(z)$. In the thin-slab limit the measured slopes are $ef(x)x'$ and $eq(x)x'$, so
\begin{equation}
\hat n=\frac{f(x)^2x'}{q(x)}=n(x)x'=n(z),\qquad\hat\mu=\mu(x).
\end{equation}
For a constant charge the density survives, while the mobility belongs to a deeper point. For $N_s=10^{12}\ \mathrm{cm^{-2}}$ the depleted width grows from 0.1 to 1.5 nm; with a sharp edge the density changes by at most 0.14 \% and the mobility by up to 8 \%. Screening smooths the edge over roughly 0.6 to 1.5 nm, which raises these changes to about 2 \% and 11 \%. The charge must stay constant, however: a rise of $10^{11}\ \mathrm{cm^{-2}}$ at the last reading alone raises the last density by 5 \%. In general $n(x)\,x'=n(z)+N_s'$, so $\hat n=n(z)+N_s'$. A surface that pins the Fermi level fixes the band bending rather than the charge, so $N_s$ is much larger and falls as the density falls. Pinning 0.3 eV below the conduction band removes about $2\times10^{13}\ \mathrm{cm^{-2}}$ at the first reading and lowers the density by about 2 \% in the top slab, 15 \% at 11 nm and more below.

A surface that scatters diffusely also removes conduction. A carrier leaving it at direction cosine $u$ has, at depth $x$ below it, been accelerated for a time $X=x/(u\ell)$ in units of the scattering time, where $\ell$ is the mean free path. The missing fractions of its contributions to $G$ and $M$ are $\int_X^\infty e^{-s}ds=e^{-X}$ and $\int_X^\infty se^{-s}ds=(1+X)e^{-X}$. Integrated over depth they give $u\ell$ and $2u\ell$. For an isotropic mass, the weight of the lateral velocity over outgoing directions gives a lost thickness
\begin{equation}
\frac34\,\ell\int_0^1(1-u^2)u\,du=\frac{3\ell}{16}\ \text{for }G,\qquad\frac{3\ell}{8}\ \text{for }M .
\end{equation}
For thin slabs these losses give $x=3(\ell f)'/(16f)$ and $y=3(\ell q)'/(8q)$ for the relative changes of the differences, so
\begin{equation}
\delta\ln\hat n=2x-y=\frac{3\ell}{8}\left(\frac{f'}{f}-\frac{q'}{q}\right)=-\frac{3\ell}{8}\frac{\mu'}{\mu}.
\end{equation}
With six valleys, a rough mass of 0.3 electron masses and a wave number formed by adding the Fermi and thermal values in quadrature, $\ell$ is about 5 nm: 5.1 nm at the first reading, 5.6 nm at the last and slightly below 5 nm in between. The largest changes found are $-12\,\%$ in density and $-7\,\%$ in mobility. Since $\ell$ exceeds the step and is not small against the decay length, this local estimate is only a rough guide to the surface loss: in a single slab it can be wrong by a factor of several or even in sign, so it can serve neither as a correction nor as a bound. Carriers crossing between depths also blur the local mobility assumed throughout. In the deepest slabs, where the mobility changes fastest, this can shift both results by a few per cent even if the surface reflects carriers like a mirror.

A parallel substrate that stays fully connected and unchanged adds constants to $G$ and $M$, which cancel in the differences but enlarge $g$. A substrate of the same carrier type also enlarges $m$; one of the opposite type lowers $m$, turns it negative once it dominates $M$, and makes it large in magnitude if it dominates strongly. A p-type wafer 0.5 mm thick with $10^{15}$ holes per $\mathrm{cm^3}$ of mobility $450\ \mathrm{cm^2/Vs}$ reverses the sign of the first Hall reading. At the same relative reading errors it raises the first-order density error of the top slab from 4.7 to 40 \%; noise this large is no longer described well by a single standard deviation, and the results scatter further upwards than downwards.

The example has the density and depth scale of a shallow, heavily doped silicon contact layer, but its profile, mobility law and errors are rough round choices. Real layers can break the assumptions of a known Hall factor and of an unchanged remainder. For electrons in silicon the six anisotropic valleys alone, with one scattering time, give $r\simeq0.87$, which raises every density by 15 \% and lowers every mobility by 13 \%. A Hall factor rising linearly from 1 to 1.2 over 30 nm would shift the deepest density by $-13\,\%$ and its mobility by $+15\,\%$, more than the random error there. Reading $H$ at 0.5 T, with $R$ read at zero field, by contrast changes either result by less than 0.001 \% for a single scattering time, and by about 0.006 \% if the scattering time varies as the inverse square root of energy.

\section{Setting the interval}

\begin{itemize}
\item Reconstruct once with a moderate $h$, estimate $\ell_M$, $\ell_G$ and a smoothed curvature, and apply \eqref{hopt}. Its sixth root forgives rough input, except near a zero of $C$. Keep $h$ below the width of any feature that must be resolved.
\item Compare the terms of \eqref{varn}. If $2c^2/h^2$ leads, as here, better depth control helps the density more than better electrical readings.
\item If $s$ is not well below one, enlarge $h$. Discarding negative $\Delta M$ instead would select the data by their noise.
\item Isolate the layer from its substrate before refining $h$.
\item Quote sheet densities with the neighbour covariance, and state the assumed Hall factor and surface condition beside the random errors, which do not contain them.
\end{itemize}

The complete readings and slab values are in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
peak 1e+20 cm^-3, decay 15.0 nm, bottom 30.0 nm, 300 K
mobility = 70+1330/(1+(n/1e17 cm^-3)^0.7) cm^2/Vs
errors: R 0.1 %, H 0.3 %, depth 0.05 nm; step 2 nm
READINGS: recorded depth nm | R ohm/sq | H ohm/T
 -0.059 |    544.105 |   4.82855
  1.966 |    632.506 |   5.68169
  4.008 |    752.693 |   6.86588
  5.978 |    908.882 |   8.53871
  8.023 |   1126.208 |  10.94113
  9.935 |   1426.220 |  14.25521
 11.965 |   1840.801 |  19.24379
 14.076 |   2441.304 |  26.79696
 16.095 |   3313.629 |  38.61512
 17.998 |   4602.342 |  57.67372
 20.005 |   6604.942 |  89.43124
 22.068 |   9853.162 | 144.97629
 23.988 |  15579.309 | 253.31325
SLABS: true mid nm | n, sd, true mean (1e19 cm^-3) | mu, sd, true (cm^2/Vs)
   1 |  9.648 0.449  9.941 |  82.06  2.68  80.52
   3 |  9.348 0.410  9.595 |  82.52  2.36  80.79
   5 |  9.269 0.416  8.938 |  78.06  2.24  81.33
   7 |  8.044 0.337  8.036 |  80.55  2.04  82.20
   9 |  7.038 0.298  6.974 |  86.64  1.91  83.46
  11 |  5.769 0.233  5.841 |  84.16  1.84  85.22
  13 |  4.461 0.171  4.722 |  88.52  1.75  87.63
  15 |  3.672 0.144  3.684 |  90.82  1.71  90.92
  17 |  2.949 0.120  2.774 |  93.96  1.70  95.43
  19 |  2.006 0.077  2.017 | 102.13  1.67 101.64
  21 |  1.354 0.050  1.415 | 111.54  1.64 110.30
  23 |  1.006 0.039  0.958 | 120.54  1.58 122.47
slab at 11 nm: G 0.701154, 0.543242 mS; dG 0.157913 mS
  M 0.070081, 0.056791; dM 0.013290 mS*1000 cm^2/Vs
  recorded step 2.0300 nm; g 4.440, m 5.273
top slab, ideal readings: g 7.163, m 7.885
  sd n: law 4.73 %, MC 4.79 %
  sd mu: law 3.34 %, MC 3.35 %
  bias n: law 0.237 %, MC 0.239 %
  bias mu: law -0.0107 %, MC -0.0104 %
  correlation of n with next slab: law -0.499, MC -0.499
sheet density removed, ideal: 1.2978e+14 cm^-2
  sd: with covariance 0.364 %, without 0.857 %, MC 0.369 %
first step 0.1 nm: s 0.798, P(dM<=0) law 0.1050, MC 0.1056
best step at 5 nm: A 0.0869 nm, C -2.896e-04 nm^-2, law 5.96 nm, direct 5.99 nm
  total error at direct best 1.80 %, at 2 nm 4.36 %
NEGLECTED EFFECTS: largest signed change over slabs
field 0.5 T: n 0.0003 %, mu -0.0003 %
Hall factor 1 to 1.2 over 30 nm: n -13.28 %, mu 15.31 %
surface charge 1e12 cm^-2: n -0.136 %, mu 7.99 %
  depleted width: first 0.100 nm, last 1.519 nm
  charge up 1e11 cm^-2 at last reading: last n 5.18 %
diffuse surface: n -11.8 %, mu -7.1 %; free path 5.11 to 5.56 nm
connected substrate: first H -4.927 ohm/T, top-slab sd n 40.0 %
\end{verbatim}
